# Fitting growth stress and finding inseparable diffusivity and boundary parameters: a numerical check

```python
# Growth stress of a polycrystalline film and what stress data can identify.
# Result under test:
#   s = sC + (kT/Om) ln[1 + (exp(y0)-1) exp(-x)],  y0 = (sT-sC) Om/kT
#   x = B exp(-E/kT) M Om/(kT L R),  B = 2 c D0,  E = Ed + Eb
# sT: stress of a new boundary segment; sC: stress at which insertion stops;
# D0, Ed: surface diffusion; c: adatom coverage; Eb: entry barrier;
# M: biaxial modulus; Om: atomic volume; L: grain width; R: growth rate.
# Only sT, sC, B and E can be found from stress; D0/c and Ed-Eb cannot.
# Units: GPa, nm, s, eV, K.  All material values are rough, copper-like.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import least_squares
from scipy.stats import chi2 as chi2_law

kB = const.k / const.e
volume = 0.0118                              # nm^3
om = volume * 1e-18 / const.e                # eV per GPa
a = volume ** (1 / 3)
M, L, noise = 200.0, 50.0, 0.010
temps = np.array([300.0, 320.0, 340.0, 360.0])
rates = np.array([0.05, 0.15, 0.5, 1.5, 5.0])
T, R = [v.ravel() for v in np.meshgrid(temps, rates, indexing="ij")]
u_ref = 1 / (kB * 330.0)
# sT, sC, ln D0, Ed, ln c, Eb
theta = np.array([0.5, -0.2, np.log(1e11), 0.45, np.log(2e-5), 0.10])
phi = np.array([theta[0], theta[1], np.log(2) + theta[2] + theta[4],
                theta[3] + theta[5]])


def exponent(p, T, R, centre=0.0):
    """x; p[2] is ln B - E*centre."""
    u = 1 / (kB * T)
    lnx = p[2] - p[3] * (u - centre) + np.log(M * om * u / (L * R))
    return np.exp(np.clip(lnx, -50, 50))


def stress(p, T, R, centre=0.0):
    x, u = exponent(p, T, R, centre), 1 / (kB * T)
    y0 = (p[0] - p[1]) * om * u
    log_s = np.logaddexp(np.log(-np.expm1(-x)), y0 - x)
    return p[1] + log_s / (om * u)


def jacobian(p, T, R, centre=0.0):
    x, u = exponent(p, T, R, centre), 1 / (kB * T)
    y0 = (p[0] - p[1]) * om * u
    log_s = np.logaddexp(np.log(-np.expm1(-x)), y0 - x)
    w = np.exp(y0 - x - log_s)
    g = -x * (w - np.exp(-x - log_s)) / (om * u)
    return np.column_stack([w, 1 - w, g, -(u - centre) * g])


def hop_stress(q):
    """Integrate inserted atoms per site from the hop rates."""
    sT, sC, lnD0, Ed, lnc, Eb = q
    kT = kB * T
    D = np.exp(lnD0 - Ed / kT)
    entry = 2 * np.exp(lnc - Eb / kT) * D / a ** 2
    dmu = -sC * om

    def rhs(_, N):
        s = sT - M * N * a / L
        return (a / R) * entry * (1 - np.exp(-(dmu + s * om) / kT))
    sol = solve_ivp(rhs, (0, 1), np.zeros(T.size), method="DOP853",
                    rtol=1e-11, atol=1e-13)
    assert sol.success
    return sT - M * sol.y[:, -1] * a / L


def centred(p):
    return np.array([p[0], p[1], p[2] - p[3] * u_ref, p[3]])


def fit(data, start):
    """Fit in centred parameters; return ordinary ones and chi-square."""
    r = least_squares(
        lambda p: (stress(p, T, R, u_ref) - data) / noise, start,
        jac=lambda p: jacobian(p, T, R, u_ref) / noise,
        method="lm", x_scale="jac", xtol=1e-11, ftol=1e-11, max_nfev=500)
    p = r.x.copy()
    p[2] += p[3] * u_ref
    return p, 2 * r.cost


def remainder(v, columns):
    """Part of v outside the span of the columns."""
    q, _ = np.linalg.qr(columns / np.linalg.norm(columns, axis=0))
    v = v - q @ (q.T @ v)
    return v - q @ (q.T @ v)


# Closed form and Jacobian against the hop law
true_stress = stress(phi, T, R)
law_error = np.max(abs(true_stress - hop_stress(theta)))
assert law_error < 1e-8
steps = np.array([1e-4, 1e-4, 1e-4, 1e-5, 1e-4, 1e-5])
J6 = np.column_stack([
    (hop_stress(theta + h * e) - hop_stress(theta - h * e)) / (2 * h)
    for h, e in zip(steps, np.eye(6))])
J4 = jacobian(phi, T, R)
assert np.allclose(J6, J4[:, [0, 1, 2, 3, 2, 3]], rtol=1e-4, atol=2e-5)

# Invisible directions, in stated parameter units
scale = np.array([0.1, 0.1, 1, 1 / u_ref, 1, 1 / u_ref])
_, sv, Vt = np.linalg.svd(J6 * scale / noise)
assert sv[4] < 1e-5 * sv[0] and sv[3] > 1e-3 * sv[0]
null = np.array([[0, 0, 1, 0, -1, 0], [0, 0, 0, 1, 0, -1]]) / np.sqrt(2)
assert np.max(abs(Vt[:4] @ null.T)) < 1e-5
moved = theta + np.array([0, 0, np.log(100), 0.1, -np.log(100), -0.1])
move_error = np.max(abs(hop_stress(moved) - hop_stress(theta)))
assert move_error < 1e-8

# One synthetic data set and its fit from several starts
rng = np.random.default_rng(12)
data = true_stress + noise * rng.standard_normal(T.size)
c0 = np.log(0.5 * L / (M * om * u_ref))
trials = [fit(data, [data.max(), data.min(), c0, e0])
          for e0 in (0.3, 0.7, 1.0)]
best, best_chi2 = min(trials, key=lambda t: t[1])
same = sum(abs(t[1] - best_chi2) < 1e-5 for t in trials)
assert same >= 2
dof = T.size - 4
assert chi2_law.ppf(0.001, dof) < best_chi2 < chi2_law.ppf(0.999, dof)
Jb = jacobian(best, T, R)
best_sd = np.sqrt(np.diag(np.linalg.inv(Jb.T @ Jb))) * noise

# Fisher errors against repeated fits
cov = np.linalg.inv(J4.T @ J4) * noise ** 2
sd = np.sqrt(np.diag(cov))
n_rep = 400
reps = np.array([fit(true_stress + noise * rng.standard_normal(T.size),
                     centred(phi))[0] for _ in range(n_rep)])
rep_sd = reps.std(axis=0, ddof=1)
assert np.all(abs(rep_sd / sd - 1) < 0.18)   # sampling error about 4 percent
corr = cov[2, 3] / (sd[2] * sd[3])

# Temperature at which the rate factor is best known
u = 1 / (kB * T)
g = remainder(J4[:, 2], J4[:, :2])
h = remainder(u * J4[:, 2], J4[:, :2])
u_star = g @ h / (g @ g)
T_star = 1 / (kB * u_star)
sd_star = noise / np.linalg.norm(g)
rep_cov = np.cov(reps[:, 2], reps[:, 3])
T_rep = 1 / (kB * rep_cov[0, 1] / rep_cov[1, 1])
assert abs(T_rep - T_star) < 5
rep_star = np.std(reps[:, 2] - reps[:, 3] * u_star, ddof=1)
assert abs(rep_star / sd_star - 1) < 0.18

# Chi-square after refitting all else at E shifted by two errors
profile = []
for sign in (-1, 1):
    E_fix = phi[3] + sign * 2 * sd[3]
    r = least_squares(
        lambda p: (stress([*p, E_fix], T, R, u_ref) - true_stress) / noise,
        centred(phi)[:3], method="lm", x_scale="jac")
    profile.append(2 * r.cost)
assert abs(np.mean(profile) / 4 - 1) < 0.12


# Fast growth at one temperature
def sc_error(factor):
    J = jacobian(phi, np.full(rates.size, 300.0), rates * factor)
    return noise / np.linalg.norm(remainder(J[:, 1], J[:, [0, 2]]))


def sc_error_fast(factor):
    b = om / (kB * 300.0)
    y0 = (phi[0] - phi[1]) * b
    K = exponent(phi, 300.0, 1.0)
    G = (1 - np.exp(-y0)) * K / b
    H = 0.5 * b * G ** 2 / np.expm1(y0)
    inv = 1 / (rates * factor)
    part = remainder(inv ** 2, np.column_stack([np.ones(inv.size), inv]))
    return noise / np.linalg.norm(part) / (H * b / (1 - np.exp(-y0)))


assert abs(sc_error(1000) / sc_error_fast(1000) - 1) < 0.02
assert abs(sc_error(1000) / sc_error(100) / 100 - 1) < 0.08

# Adding independent measurements of ln D
e_lnD = 0.2
u_ext = 1 / (kB * np.array([300.0, 360.0]))
rows = np.array([[0, 0, 1, -v, 0, 0] for v in u_ext]) / e_lnD
ranks = []
for n in range(3):
    A = np.vstack([J6 / noise, rows[:n]]) * scale
    ranks.append(int(np.linalg.matrix_rank(A, tol=1e-5 * sv[0])))
assert ranks == [4, 5, 6]
cov6 = np.linalg.inv(A.T @ A) * np.outer(scale, scale)
sd_Ed = np.sqrt(2) * e_lnD / abs(u_ext[0] - u_ext[1])
sd_Eb = np.hypot(sd[3], sd_Ed)
assert abs(np.sqrt(cov6[5, 5]) / sd_Eb - 1) < 1e-3


# Exchange between buried boundary segments, layer by layer
def layered_stress(k, n_layers=40, n_sub=50):
    x = exponent(phi, T, R)
    y0 = (phi[0] - phi[1]) * om * u
    y = np.empty((0, T.size))

    def rhs(y):
        d = np.zeros_like(y)
        flow = k * (y[1:] - y[:-1])
        d[:-1] += flow
        d[1:] -= flow
        d[-1] += x * np.expm1(-y[-1])
        return d
    dt = 1 / n_sub
    for _ in range(n_layers):
        y = np.vstack([y, y0])
        for _ in range(n_sub):
            k1 = rhs(y)
            k2 = rhs(y + dt * k1 / 2)
            k3 = rhs(y + dt * k2 / 2)
            k4 = rhs(y + dt * k3)
            y = y + dt * (k1 + 2 * k2 + 2 * k3 + k4) / 6
    return phi[1] + y[n_layers // 2] / (om * u)


assert np.max(abs(layered_stress(0.0) - true_stress)) < 1e-4
gb_prefactor, gb_energy = 5e12, 1.08         # rough: nm^3/s, eV
kappa = M * om * u * gb_prefactor * np.exp(-gb_energy * u) / L
exchange = kappa / (a * R)

# Neglected effects: altered data refitted with the original model
growth = 1.3 ** ((T - 300) / 60)
s_cov = 0.1
lift = s_cov * np.log(R / 0.5)
cases = {
    "grain width x1.3 from 300 to 360 K": stress(
        [phi[0] / np.sqrt(growth), phi[1], phi[2] - np.log(growth), phi[3]],
        T, R),
    "coverage as R^0.1": stress(
        [phi[0], phi[1] - lift / (om * u), phi[2] + lift, phi[3]], T, R),
    "buried-boundary exchange": layered_stress(exchange),
    "linearized driving force": phi[1] + (phi[0] - phi[1])
    * np.exp(-exponent(phi, T, R)),
}

print(f"Modulus {M:.0f} GPa, atomic volume {volume} nm^3, grain {L:.0f} nm")
print(f"Layer height {a:.4f} nm, stress error {1000*noise:.0f} MPa")
print(f"True sT {phi[0]:.3f} GPa, sC {phi[1]:.3f} GPa")
print(f"True D0 {np.exp(theta[2]):.2e} nm^2/s, Ed {theta[3]:.3f} eV")
print(f"True coverage {np.exp(theta[4]):.1e}, Eb {theta[5]:.3f} eV")
print(f"True B {np.exp(phi[2]):.3e} nm^2/s, ln B {phi[2]:.3f}, "
      f"E {phi[3]:.3f} eV")
y_all = (phi[0] - phi[1]) * om * u
x_all = exponent(phi, T, R)
print(f"y0 from {y_all.min():.3f} to {y_all.max():.3f}; "
      f"x from {x_all.min():.4f} to {x_all.max():.2f}")
print("Rates (nm/s):", *[f"{r:g}" for r in rates])
for i, t in enumerate(temps):
    row = slice(i * rates.size, (i + 1) * rates.size)
    print(f"{t:.0f} K model stress (MPa):",
          *[f"{1000*v:.1f}" for v in true_stress[row]])
    print(f"{t:.0f} K synthetic data (MPa):",
          *[f"{1000*v:.1f}" for v in data[row]])
print(f"Largest closed-form minus hop-law stress: {law_error:.1e} GPa")
print(f"Starts reaching the same minimum: {same} of {len(trials)}")
print(f"Fit chi-square {best_chi2:.2f} for {dof} degrees of freedom")
for name, v, e, unit in zip(("sT", "sC", "ln B", "E"), best, best_sd,
                            ("GPa", "GPa", "(B in nm^2/s)", "eV")):
    print(f"Fitted {name}: {v:.4f} +- {e:.4f} {unit}")
print("Fisher errors at truth (GPa, GPa, 1, eV):",
      *[f"{v:.4f}" for v in sd])
print(f"Errors from {n_rep} fits (same units):",
      *[f"{v:.4f}" for v in rep_sd])
print("Parameter units for singular values: 0.1 GPa, 1 in logs, "
      f"{1/u_ref:.5f} eV")
print("Singular values, six parameters:", *[f"{v:.2e}" for v in sv])
print("Weakest visible direction (sT,sC,lnD0,Ed,lnc,Eb):",
      *[f"{v:.3f}" for v in Vt[3]])
print("Finite move: D0 x100, c /100, Ed +0.1 eV, Eb -0.1 eV")
print(f"Largest stress change in that move: {move_error:.1e} GPa")
print(f"Correlation of ln B and E: {corr:.5f}")
print(f"Best-known temperature: {T_star:.2f} K; repeated fits {T_rep:.2f} K")
print(f"Error of ln rate factor there: {sd_star:.4f}; "
      f"repeated fits {rep_star:.4f}")
print(f"Chi-square rise at E -2 and +2 errors: "
      f"{profile[0]:.3f}, {profile[1]:.3f}")
for f in (1, 10, 100):
    print(f"300 K only, rates x{f}: sC error {sc_error(f):.4g} GPa, "
          f"fast formula {sc_error_fast(f):.4g} GPa")
print(f"Rank with 0, 1, 2 measurements of ln D: {ranks}")
print(f"ln D error {e_lnD} at 300 and 360 K: Ed error {sd_Ed:.4f} eV, "
      f"Eb error {sd_Eb:.4f} eV")
print(f"Rough boundary diffusion: {gb_prefactor:.1e} nm^3/s, "
      f"{gb_energy:.2f} eV")
print(f"Buried exchange number: {exchange.min():.1e} to "
      f"{exchange.max():.2f}")
for name, altered in cases.items():
    p, misfit = fit(altered, centred(phi))
    print(f"{name}: max {1000*np.max(abs(altered-true_stress)):.1f} MPa, "
          f"E bias {p[3]-phi[3]:+.4f} eV, chi-square {misfit:.1f}")
print("finished without a failed check")
```

Output:

```
Modulus 200 GPa, atomic volume 0.0118 nm^3, grain 50 nm
Layer height 0.2277 nm, stress error 10 MPa
True sT 0.500 GPa, sC -0.200 GPa
True D0 1.00e+11 nm^2/s, Ed 0.450 eV
True coverage 2.0e-05, Eb 0.100 eV
True B 4.000e+06 nm^2/s, ln B 15.202, E 0.550 eV
y0 from 1.662 to 1.994; x from 0.0053 to 15.17
Rates (nm/s): 0.05 0.15 0.5 1.5 5
300 K model stress (MPa): 347.2 447.6 484.1 494.7 498.4
300 K synthetic data (MPa): 347.2 458.0 491.6 501.9 514.6
320 K model stress (MPa): 31.0 314.4 442.0 480.5 494.1
320 K synthetic data (MPa): 19.0 308.1 428.7 479.4 504.1
340 K model stress (MPa): -193.4 17.8 323.8 438.9 481.4
340 K synthetic data (MPa): -193.6 22.8 304.7 440.4 472.4
360 K model stress (MPa): -200.0 -188.7 78.4 336.6 449.0
360 K synthetic data (MPa): -182.2 -179.8 87.9 336.0 455.1
Largest closed-form minus hop-law stress: 1.6e-12 GPa
Starts reaching the same minimum: 3 of 3
Fit chi-square 13.81 for 16 degrees of freedom
Fitted sT: 0.5039 +- 0.0034 GPa
Fitted sC: -0.1894 +- 0.0061 GPa
Fitted ln B: 14.9103 +- 0.2813 (B in nm^2/s)
Fitted E: 0.5405 +- 0.0081 eV
Fisher errors at truth (GPa, GPa, 1, eV): 0.0033 0.0061 0.2854 0.0083
Errors from 400 fits (same units): 0.0033 0.0060 0.2785 0.0081
Parameter units for singular values: 0.1 GPa, 1 in logs, 0.02844 eV
Singular values, six parameters: 1.30e+02 3.01e+01 1.63e+01 3.47e+00 2.92e-10 7.02e-11
Weakest visible direction (sT,sC,lnD0,Ed,lnc,Eb): 0.014 -0.020 -0.495 -0.504 -0.495 -0.504
Finite move: D0 x100, c /100, Ed +0.1 eV, Eb -0.1 eV
Largest stress change in that move: 4.4e-15 GPa
Correlation of ln B and E: 0.99721
Best-known temperature: 337.17 K; repeated fits 336.45 K
Error of ln rate factor there: 0.0213; repeated fits 0.0211
Chi-square rise at E -2 and +2 errors: 4.073, 3.926
300 K only, rates x1: sC error 2.368 GPa, fast formula 2.938 GPa
300 K only, rates x10: sC error 287.6 GPa, fast formula 293.8 GPa
300 K only, rates x100: sC error 2.932e+04 GPa, fast formula 2.938e+04 GPa
Rank with 0, 1, 2 measurements of ln D: [4, 5, 6]
ln D error 0.2 at 300 and 360 K: Ed error 0.0439 eV, Eb error 0.0446 eV
Rough boundary diffusion: 5.0e+12 nm^3/s, 1.08 eV
Buried exchange number: 3.6e-05 to 3.17
grain width x1.3 from 300 to 360 K: max 48.3 MPa, E bias +0.0000 eV, chi-square 40.3
coverage as R^0.1: max 104.7 MPa, E bias +0.0859 eV, chi-square 15.9
buried-boundary exchange: max 83.9 MPa, E bias -0.0082 eV, chi-square 12.6
linearized driving force: max 137.9 MPa, E bias -0.0230 eV, chi-square 33.2
finished without a failed check
```
